Three-site hopping relaxation and the isolated-pair approximation

**The system**

A carrier of charge q hops between three sites on a line, at

x₁ = 0, x₂ = d₁, x₃ = d₁ + d₂.

The site energies are equal without a field. Bond 1–2 then has hopping rate a in each direction and bond 2–3 has rate b in each direction. There is no direct hop between sites 1 and 3. Exactly one carrier is on the three sites at all times, and its motion is a classical Markov process. The lengths d₁ and d₂ are positive unless a folded line is mentioned, in which case d₂ < 0.

A weak field E(t) = Re[E₀ exp(iωt)] acts along the line, so that site i has energy −qE(t)x_i. At each instant the rates w_ij from i to j obey detailed balance,

w_ij/w_ji = exp[qE(x_j − x_i)/kT],

and they have a first-order expansion in E. The polarizability α(ω) is the amplitude of the induced dipole divided by E₀. Write α = α′ − iα″, so that α″ > 0 means loss.

**Part (a)**

Derive the linear equation of motion for the site probabilities. Express α(ω) through the eigenvalues and eigenvectors of its matrix.

**Answer.** Without a field the equilibrium probabilities are 1/3. Write p_i = 1/3 + δ_i, with δ_i of first order in E. For a bond of zero-field rate Γ, write w_ij = Γ(1 + c_ij E). Detailed balance to first order requires

c_ij − c_ji = q(x_j − x_i)/kT.

The net probability flow from i to j is p_i w_ij − p_j w_ji. Dropping products of δ and E gives

J_ij = Γ[δ_i − δ_j + (E/3)(c_ij − c_ji)]
= Γ[(δ_i − h_i) − (δ_j − h_j)], with h_i = qE x_i/(3kT).

The sign follows because x_j − x_i enters with a plus sign. The separate values of c_ij and c_ji have dropped out, so it does not matter how the field divides its effect between forward and backward hops. Since dδ_i/dt is minus the sum of the flows leaving i,

dδ/dt = −L(δ − h),

L =
[ a, −a, 0 ]
[ −a, a + b, −b ]
[ 0, −b, b ].

L is real and symmetric, so it has orthonormal eigenvectors v_k with eigenvalues λ_k. Its rows sum to zero, so v₀ = (1, 1, 1)/√3 has λ₀ = 0. Conservation of probability makes the component of δ along v₀ vanish. For the other two, replace d/dt by iω in the equation for the complex amplitudes:

iω δ_k = −λ_k(δ_k − h_k), hence δ_k = λ_k h_k/(λ_k + iω).

The induced dipole is q Σ_i x_i δ_i = q Σ_k (x·v_k)δ_k, and h_k = qE₀(x·v_k)/(3kT). Therefore

α(ω) = (q²/kT) Σ_k S_k λ_k/(λ_k + iω), S_k = (x·v_k)²/3, k ≠ 0.

S_k is the dipole strength of mode k, expressed as a squared length. It does not depend on the origin of x, because v_k is orthogonal to (1, 1, 1). Each mode contributes a loss

α″_k = (q²/kT) S_k λ_k ω/(λ_k² + ω²),

which peaks at ω = λ_k with height (q²/kT)S_k/2.

**Part (b)**

Find the two nonzero relaxation rates and show that they are always distinct for a, b > 0.

**Answer.** The characteristic polynomial of a 3 × 3 matrix is λ³ − (trace)λ² + (sum of principal 2 × 2 minors)λ − determinant. Here the trace is 2(a + b) and the determinant is zero. The minors are

sites 1, 2: a(a + b) − a² = ab,
sites 1, 3: ab,
sites 2, 3: (a + b)b − b² = ab.

Dividing out the root λ = 0 leaves

λ² − 2(a + b)λ + 3ab = 0.

Since (a + b)² − 3ab = a² − ab + b²,

λ± = a + b ± √(a² − ab + b²).

The expression under the root equals (a − b)² + ab, which is positive, so the roots differ. Their product 3ab and their sum 2(a + b) are both positive, so both modes decay.

**Part (c)**

Find the dipole strengths without constructing the eigenvectors. Check the result for a = b and d₁ = d₂ = d.

**Answer.** Two sums over the modes can be evaluated directly. The first follows from completeness of the eigenvectors:

M₀ = S₊ + S₋ = [Σ_i x_i² − (x·v₀)²]/3 = (1/3)Σ_i x_i² − x̄².

This is the equilibrium variance of position. With Σx_i² = 2d₁² + 2d₁d₂ + d₂² and x̄ = (2d₁ + d₂)/3,

M₀ = [6d₁² + 6d₁d₂ + 3d₂² − (4d₁² + 4d₁d₂ + d₂²)]/9
= (2/9)(d₁² + d₁d₂ + d₂²).

The second uses the eigenvalue expansion of L. Its quadratic form is a sum over bonds of rate times squared difference, so

M₁ = λ₊S₊ + λ₋S₋ = xᵀLx/3 = (a d₁² + b d₂²)/3.

Multiply the first sum by λ₋ and subtract it from the second to isolate S₊. Multiply it by λ₊ and subtract the second to isolate S₋:

S₊ = (M₁ − λ₋M₀)/(λ₊ − λ₋),
S₋ = (λ₊M₀ − M₁)/(λ₊ − λ₋).

The denominators are nonzero by part (b). No step used the sign of d₂, so the formulas also hold for a folded line.

For equal bonds, λ₋ = a, λ₊ = 3a, M₀ = 2d²/3 and M₁ = 2ad²/3. Hence S₊ = 0 and S₋ = 2d²/3. The fast mode has the shape (1, −2, 1), which is even under reflection through the middle site and carries no dipole.

The response formula was also compared with a numerical integration of the master equation with its full exponential field factors. For a = 1, b = 0.2, d₁ = 1, d₂ = 1.5, ω = 0.5 and a field amplitude qE₀/kT = 0.001, all in consistent reduced units, the complex polarizabilities agreed to better than 10⁻⁵ relative to the formula. This held for two different divisions of the field factor between forward and backward hops.

**Part (d)**

In the isolated-pair approximation, the responses of the two bonds are added, each calculated with the other bond cut and with probability 1/3 kept on each site. Find its rates and strengths. Compare it with the three-site result for the static response, the loss at low frequency and the response at high frequency.

**Answer.** For bond 1–2 alone, the relaxing mode is (1, −1)/√2 with rate 2a. Its squared overlap with position is d₁²/2, and the factor 1/3 gives d₁²/6. The other bond is treated in the same way:

rates 2a and 2b, strengths d₁²/6 and d₂²/6.

*Static response.* At ω = 0 the polarizability is proportional to the total strength. The ratio of three-site to pair values is

M₀/[(d₁² + d₂²)/6] = (4/3)[1 + d₁d₂/(d₁² + d₂²)].

It is independent of the rates. For positive lengths it lies between 4/3 and 2, reaching 2 at d₁ = d₂. Cutting bond 2–3 freezes the choice between the pair 1–2 and site 3. This removes the variance of that choice, M₀ − d₁²/6 = (2/9)(d₂ + d₁/2)². Adding the other pair puts back only d₂²/6, which is smaller for positive lengths.

*Low-frequency loss.* For ω ≪ λ₋, the loss is (q²/kT)ω Σ S_k/λ_k. To evaluate this sum, let y_i = x_i − x̄ and solve Lu = y. In the eigenvector basis u_k = y_k/λ_k, so Σ S_k/λ_k = yᵀu/3 = uᵀLu/3. The first and third rows of Lu = y are

a(u₁ − u₂) = −(2d₁ + d₂)/3,
b(u₃ − u₂) = (d₁ + 2d₂)/3.

Since uᵀLu = a(u₁ − u₂)² + b(u₂ − u₃)²,

Σ S_k/λ_k = (1/27)[(2d₁ + d₂)²/a + (d₁ + 2d₂)²/b].

The pairs give d₁²/(12a) + d₂²/(12b). For equal spacings the ratio is (9/27)/(1/12) = 4, whatever the two rates.

*High frequency.* For ω ≫ λ₊,

λ/(λ + iω) = −iλ/ω + λ²/ω² + … .

The leading loss is therefore (q²/kT)M₁/ω. The pairs give 2a d₁²/6 + 2b d₂²/6 = M₁, so they agree at this order. A difference appears in α′, which is governed by Σ S_kλ_k² = |Lx|²/3. Here Lx = (−a d₁, a d₁ − b d₂, b d₂), and

|Lx|²/3 = (2/3)(a²d₁² + b²d₂² − ab d₁d₂).

The pairs give the same expression without its last term. Thus, at leading order,

α′(three sites) − α′(pairs) = −(q²/kT)(2/3)ab d₁d₂/ω².

The cross term comes from the middle component of Lx, that is, from the site shared by the two bonds.

**Part (e)**

Let r = b/a ≪ 1. Find both rates and S₊ including their first corrections in r, and find the limit of S₋. Does a wide separation of rates justify the isolated-pair approximation? Explain the outcome physically.

**Answer.** Expand the square root to second order in r, since the slow rate itself begins at first order:

√(1 − r + r²) = 1 − r/2 + r²/2 − r²/8 + … = 1 − r/2 + 3r²/8 + … .

Then, with higher orders omitted,

λ₋ = a(3r/2 − 3r²/8) = (3b/2)(1 − r/4),
λ₊ = 2a + b/2.

For S₊ the denominator is λ₊ − λ₋ = 2a(1 − r/2). The numerator divided by a is

d₁²/3 + r d₂²/3 − (3r/2)(2/9)(d₁² + d₁d₂ + d₂²)
= (1/3)[d₁² − r d₁² − r d₁d₂].

Dividing by 2(1 − r/2), and using 1/(1 − r/2) = 1 + r/2 + …,

S₊ = (d₁/6)[d₁ − r(d₁/2 + d₂)].

The limiting slow strength is the remainder of M₀:

S₋ → (2/9)(d₁² + d₁d₂ + d₂²) − d₁²/6 = (2/9)(d₂ + d₁/2)².

The fast mode does become a pair mode. The slow mode does not: its rate is 3/4 of the pair rate 2b, and its strength exceeds d₂²/6 by the factor

(4/3)[1 + d₁/(2d₂)]²,

which is 3 for equal spacings. Separating the rates leaves these errors in place.

The cause is equilibration of the fast pair. During a slow hop, sites 1 and 2 share their total probability P equally, so site 2 holds P/2. With P = 1 − p₃,

dp₃/dt = bP/2 − bp₃ = b/2 − (3b/2)p₃.

This gives the rate 3b/2. The pair acts as one site of weight 2/3 at its midpoint, a distance d₂ + d₁/2 from site 3. A two-position distribution has a variance equal to the product of its weights and the squared distance, here (2/3)(1/3)(d₂ + d₁/2)², which is the strength found above. A hop from site 3 to site 2 is followed by fast redistribution over the pair, and a hop from site 2 to site 3 is preceded by it. The mean displacement between site 3 and the pair includes both the hop and the redistribution.

A folded line shows this plainly. If d₂ = −d₁/2, site 3 lies at the midpoint of the fast pair and the slow mode has no dipole in the limit r → 0. The isolated slow pair would still have strength d₁²/24. This example is formal: it treats a, b and the absence of a 1–3 hop as given. With rates that fall with distance, as in part (f), a site at the midpoint would be reached faster than a, and equally from both sides.

For equal spacings, diagonalization gives the following three-site values divided by pair values:

| b/a | slow rate | slow strength | fast strength |
|---|---|---|---|
| 1 | 0.500 | 4.000 | 0.000 |
| 0.1 | 0.730 | 3.153 | 0.847 |
| 0.01 | 0.748 | 3.015 | 0.985 |

Each row has the same total strength ratio of 2; the rates change its division between the modes.

A different normalization does not repair the approximation. If each pair is taken to be always filled, its strength is d²/4. The limiting slow-strength ratio for equal spacings then falls from 3 to 2, but the high-frequency loss becomes too large by a factor 1.5.

**Part (f)**

Consider electron hopping between oxygen-vacancy traps in amorphous hafnium oxide, a material used in resistive-switching films. Take the rough model values d₁ = 1.0 nm, d₂ = 1.5 nm, localization length ξ = 0.25 nm, attempt rate ν₀ = 10¹³ s⁻¹, lattice activation energy E_a = 0.30 eV and T = 300 K, with

Γ(d) = ν₀ exp(−2d/ξ − E_a/kT).

Evaluate the modes and the error of the pair approximation. What would a pair analysis of the slow peak infer? Assess the assumptions for a real film.

**Answer.** With kT = 0.025852 eV, the exponents are −8 − 11.6045 and −12 − 11.6045. They give

a = 3.061 × 10⁴ s⁻¹, b = 561 s⁻¹, b/a = exp(−4) = 0.0183.

The moments are

M₀ = (2/9)(1 + 1.5 + 2.25) = 1.056 nm²,
M₁ = (30610 + 561 × 2.25)/3 = 1.062 × 10⁴ nm² s⁻¹.

The rate formula gives λ₋ = 837 s⁻¹ and λ₊ = 6.15 × 10⁴ s⁻¹. Hence

S₊ = (10624 − 837 × 1.056)/(61505 − 837) = 0.161 nm²,
S₋ = 1.056 − 0.161 = 0.895 nm².

The slow pair would have rate 2b = 1121 s⁻¹ and strength 1.5²/6 = 0.375 nm². The three-site rate is thus 0.75 times the pair value and the strength 2.39 times. For the fast mode the corresponding ratios are 1.005 and 0.963.

The main loss peak lies at 134 Hz, against 181 Hz for the pairs. In units of q²/kT its height is 0.450 nm², against 0.191 nm². The loss ratio is 3.18 at 1 Hz, 2.67 at 100 Hz, 1.63 at 1 kHz and 1.02 at 10 kHz. The error therefore belongs mainly to the slow process and fades where the fast bond dominates the loss.

Suppose the number of clusters and the temperature are known and the slow mode is read as an isolated pair. Its strength gives d = √(6 × 0.895) = 2.3 nm instead of 1.5 nm. Its rate gives b = 837/2 = 419 s⁻¹ instead of 561 s⁻¹. The inferred length is too large for two reasons. Redistribution makes the mean displacement run between site 3 and the midpoint of the fast pair, 2.0 nm instead of 1.5 nm. The fast pair also has weight 2/3 instead of the 1/3 of a single site, which raises the inferred length by a further factor √(4/3), about 1.15.

For 10¹⁸ randomly oriented clusters per cm³, averaging the squared direction cosine gives 1/3, and the static permittivity increment is

Δε = N e²M₀/(3ε₀kT) = 0.25.

This is small beside a rough background permittivity of 20. The interaction between the induced dipoles of different clusters, estimated by Δε/(3 × 20), is about 0.4 per cent. This leaves out the static fields of neighbouring clusters, which carry a net charge. At this density, for a net charge of magnitude e, those fields typically spread the site energies by 4 to 7 meV and lower the average static response by one to four per cent, depending on how the charge is compensated and how close neighbours may approach. If the empty traps carry +e, the net charge is +2e. The spread is then 8 to 11 meV and the response of a typical cluster changes by 7 to 9 per cent, although these changes largely cancel in the average.

*Comparison with a real film.* At small signal, the assumption of equal site energies is especially damaging. An amorphous oxide has no symmetry that enforces it. Raising site 3 by 0.1 eV, about four times kT, reduces the slow strength from 0.895 to 0.042 nm²; lowering it by 0.1 eV gives 0.156 nm². If the empty traps carry charge +e, their mutual repulsion alone offsets the three site energies by 19, 0 and 43 meV, and the slow strength becomes 0.336 nm². The slow rate rises in these cases to between 1.5 × 10³ and 3.9 × 10³ s⁻¹, if the energy offset is divided equally between the exponents of forward and backward hops. If only the uphill hop is slowed, the slow rate falls instead, to between about 290 and 630 s⁻¹. In these three cases the three-site slow strength exceeds that of the cut slow bond with the same offsets and site probabilities, by factors of 1.6 to 3.5. A large excess is not general. Raising site 1 by 0.1 eV, or lowering site 2 by 0.1 eV, leaves an excess of only 3 to 4 per cent: the fast pair then holds its carrier almost entirely on site 2, and the slow mode is nearly an ordinary 2–3 pair. The opposite offsets enlarge the error: lowering site 1 by 0.1 eV gives an excess factor of about 5.4, and raising site 2 by 0.1 eV gives a slow strength of 1.54 nm² and a factor of about 67, because the slow mode then carries the charge from site 1 to site 3 through a nearly empty site 2. Both the absolute response and the size of the pair error therefore depend on the site energies, in either direction.

The field must also be small. With the force on the carrier pointing from site 1 to site 3, the static dipole at 0.01 MV/cm is within 0.5 per cent of its linear value, but at 1 MV/cm, which is one volt across 10 nm, it is about one third of that value. The linear result should not be carried over to switching fields. In a straight cluster the direct 1–3 hop changes the slow rate by only 0.03 per cent, and emission from a trap 1.5 eV deep is negligible at 300 K. Traps in an amorphous film need not lie on a line, however. With equal site energies and a right angle between the bonds, the orientation-averaged slow strength is about 1.5 times the pair value instead of 2.39 times, and the direct hop raises the slow rate by about 9 per cent. In more sharply folded clusters the direct hop cannot be neglected. At the chosen density, random placement gives a 6 per cent chance that another cluster centre lies within 2.5 nm; in a much denser conducting filament the isolated cluster is no longer a suitable unit.

The absolute frequencies are uncertain as well. Raising ξ by 10 per cent multiplies b by exp(12 − 12/1.1), about 3. The plausible range is wider. With ξ = ħ/√(2mE) and a trap depth E = 1.5 eV, the value 0.25 nm corresponds to a tunnelling mass near 0.4 m₀. Masses of 0.2 and 0.1 m₀ give ξ = 0.36 and 0.50 nm and move λ₋/2π to about 4.7 and 55 kHz, while the slow-strength ratio stays between 2.4 and 2.5. At 358 K, with the other parameters fixed, both rates rise by a factor 6.6 and the static polarizability falls to 0.84 of its value at 300 K. The ratio b/a is unchanged because both bonds were given the same activation energy, so the mode-by-mode errors of the pair approximation are unchanged too. The remaining values are in the numerical output.

Computed values

```
EQUAL SPACINGS: three-site value / isolated-pair value
b/a     slow rate  slow strength  fast rate  fast strength
1         0.5000       4.0000       1.5000       0.0000
0.3       0.6853       3.4626       1.0944       0.5374
0.1       0.7303       3.1531       1.0270       0.8469
0.01      0.7481       3.0150       1.0025       0.9850
0.001     0.7498       3.0015       1.0003       0.9985
EXAMPLE INPUTS (rough)
T = 300 K, kT = 0.02585 eV, d1 = 1.0 nm, d2 = 1.5 nm
localization length = 0.25 nm, attempt rate = 1e+13 1/s
activation = 0.30 eV, relative permittivity = 20
trap depth = 1.5 eV, cluster density = 1e+18 cm^-3
a = 3.0610e+04 1/s, b = 5.6065e+02 1/s, b/a = 0.01832
M0 = 1.05556 nm^2, M1 = 1.0624e+04 nm^2/s
EXAMPLE MODES: three sites | isolated pairs | ratio
slow rate 8.3708e+02 | 1.1213e+03 1/s | 0.7465
slow strength 0.89500 | 0.37500 nm^2 | 2.3867
fast rate 6.1505e+04 | 6.1220e+04 1/s | 1.0046
fast strength 0.16055 | 0.16667 nm^2 | 0.9633
static total 1.05556 | 0.54167 nm^2 | 1.9487
slow strength / always-filled pair (d2^2/4): 1.5911
merged-site limit: rate 8.4097e+02 1/s, strength 0.88889 nm^2
static polarizability = 40.831 e nm^2/V
main loss peak, three sites: 133.9 Hz, 0.4497 nm^2
main loss peak, pairs: 181.4 Hz, 0.1906 nm^2
loss ratio three sites/pairs at frequency:
          1 Hz  3.1789
        100 Hz  2.6687
       1000 Hz  1.6310
      10000 Hz  1.0243
    1000000 Hz  1.0000
permittivity increment, random orientation = 0.2463
NEGLECTED EFFECTS
direct 1-3 hop: rate/b = 3.35e-04, slow rate change = 0.034 %
charged empty traps, site energies (meV): 19.2, 0.0, 43.2
offsets: slow rate (1/s), slow strength (nm^2), strength/cut pair
  site 3 +0.1 eV: 3.916e+03, 0.0423, 1.858
  site 3 -0.1 eV: 1.956e+03, 0.1564, 3.538
  charged traps: 1.456e+03, 0.3356, 1.568
static dipole at 0.01 MV/cm / linear value = 1.0044
static dipole at 1.0 MV/cm / linear value = 0.3254
emission to band / slow rate = 7.6e-16
chance of another cluster centre within 2.5 nm = 6.3 %
cluster interaction, increment/(3 eps_r) = 0.0041
at 358 K: rates x 6.554, static polarizability x 0.838
```
